The Mott-Bethe Formula for Electron Scattering Factors and Its Crystallographic Constant

A beam of fast electrons and a beam of X-rays pass through the same crystal and are diffracted by the same atoms, but they respond to different things. X-rays are scattered by the atomic electrons, the nucleus being too heavy to respond appreciably. A beam electron is deflected by the electrostatic potential, to which nucleus and electrons both contribute, with opposite signs. Since charge determines potential through Poisson's equation, a known X-ray scattering factor should fix the electron scattering factor as well. The question is what the relation is, and which numerical constant it contains in the variables of crystallography.

Take a neutral, spherical atom with a point nucleus of charge Z at the origin and an electron number density n(r) that falls off exponentially at large r. The atom is static: the beam neither polarizes nor excites it, and exchange between the beam electron and the atomic electrons is neglected. Hartree atomic units are used until lengths are converted, so the electron has mass 1 and charge −1, and the unit of length is the Bohr radius a0. If φ(r) is the electrostatic potential of the atom, the potential energy of the beam electron is V = −φ.

For a nonrelativistic beam of wave vector **k**, the Schrödinger equation −½∇²ψ + Vψ = ½k²ψ can be rearranged as

(∇² + k²)ψ = 2Vψ.

The function G(R) = −exp(ikR)/(4πR) satisfies (∇² + k²)G = δ(**R**). Away from the origin (RG)'' = −k²RG, and near it G behaves as −1/(4πR), whose Laplacian is the delta function. The solution consisting of an incident plane wave and outgoing scattered waves is therefore

ψ(**r**) = exp(i**k**·**r**) − (1/2π) ∫ [exp(ik|**r** − **r**'|)/|**r** − **r**'|] V(r') ψ(**r**') d³r'.

Far from the atom, |**r** − **r**'| ≈ r − **r̂**·**r**' in the phase and ≈ r in the denominator. With **k**' = k**r̂** the wave vector towards the detector, the scattered wave becomes f exp(ikr)/r, where

f = −(1/2π) ∫ exp(−i**k**'·**r**') V(r') ψ(**r**') d³r'.

This still contains the unknown ψ. The first Born approximation replaces ψ inside the integral by the incident wave, which is reasonable when the atom distorts that wave little. The result defines the electron scattering factor,

f_e(q) = −(1/2π) ∫ V exp(−i**q**·**r**) d³r = (1/2π) ∫ φ exp(−i**q**·**r**) d³r, **q** = **k**' − **k**.

With this sign an attractive potential gives a positive f_e. The X-ray scattering factor, without the dispersion corrections that arise near absorption edges, is the corresponding transform of the electron density,

f_x(q) = ∫ n exp(−i**q**·**r**) d³r, f_x(0) = Z.

Both φ and n are spherical, so the exponential may be averaged over directions. With μ the cosine of the angle between **q** and **r**,

½ ∫₋₁¹ exp(−iqrμ) dμ = sin(qr)/(qr).

Multiplying by the shell volume 4πr² dr, and writing u(r) = rφ(r), gives

f_e = (2/q) ∫₀^∞ u sin(qr) dr,

f_x = (4π/q) ∫₀^∞ r n sin(qr) dr.

Poisson's equation connects u with n. Outside the point nucleus the charge density is −n, so ∇²φ = −4π(−n) = 4πn. For φ = u/r we have r²φ' = ru' − u, and the derivative of this is ru''. Hence ∇²φ = (1/r²)(r²φ')' = u''/r, and

u'' = 4πrn for r > 0.

The nucleus is absent from this equation and enters through a boundary value. Near the origin φ is Z/r plus the finite potential of the electrons, so u(0) = Z, while u'(0) is finite. At large r the electrons screen the nucleus completely, and both u and u' tend to zero.

Now integrate by parts. The first integration gives

∫₀^∞ u sin(qr) dr = [−u cos(qr)/q]₀^∞ + (1/q) ∫₀^∞ u' cos(qr) dr
= Z/q + (1/q) ∫₀^∞ u' cos(qr) dr.

The upper limit contributes nothing because u vanishes there, and the lower limit contributes +Z/q. The second integration gives

∫₀^∞ u' cos(qr) dr = [u' sin(qr)/q]₀^∞ − (1/q) ∫₀^∞ u'' sin(qr) dr.

This boundary term vanishes at infinity because u' does, and at the origin because the sine does. By Poisson's equation the remaining integral is

∫₀^∞ u'' sin(qr) dr = 4π ∫₀^∞ r n sin(qr) dr = q f_x.

Collecting the pieces,

∫₀^∞ u sin(qr) dr = Z/q − (1/q²)(q f_x) = (Z − f_x)/q,

and multiplication by 2/q gives f_e = 2(Z − f_x)/q² in atomic units. To restore ordinary lengths, replace f_e by f_e/a0 and q by qa0. Then f_e/a0 = 2(Z − f_x)/(q²a0²), or

f_e(q) = 2[Z − f_x(q)]/(a0 q²).

This is the Mott-Bethe formula. The difference Z − f_x is the Fourier transform of the total charge, nucleus minus electrons, and 1/q² is the Fourier form of Coulomb's law.

Crystallographers call the full scattering angle 2θ and use s = sinθ/λ. In elastic scattering **k** and **k**' have the same length k = 2π/λ, so

q² = 2k²(1 − cos 2θ) = 4k² sin²θ,

and q = 2k sinθ = 4πs. Substituting q² = 16π²s²,

f_e = K (Z − f_x)/s², K = 2/(16π²a0) = 1/(8π²a0).

With a0 = 0.529177 Å,

K = 1/(78.957 × 0.529177 Å) = 0.02393 Å⁻¹.

The unit is the inverse ångström: with s in Å⁻¹, 1/s² supplies Å² and f_e comes out in Å. In SI quantities, a0 = 4πε0ħ²/(me²) and ħ = h/(2π) turn the constant into K = me²/(8πε0h²). If the length of the reciprocal-lattice vector in the crystallographic convention without 2π, g = 1/d = 2s with d the spacing of the lattice planes, is used instead, then s² = g²/4 and the constant becomes 4K = 0.0957 Å⁻¹.

In the forward direction the formula reads 0/0, and the limit has to be taken. Expanding sin(qr)/(qr) = 1 − q²r²/6 + … under the integral for f_x gives

f_x = Z − q²S/6 + …, S = ∫ r² n d³r,

where S is the sum of the mean-square radii of all the electrons. Therefore

f_e(0) = S/(3a0).

Forward electron scattering thus measures how far the electron cloud extends, whereas f_x(0) merely counts electrons. At large q, on the other hand, f_x tends to zero and f_e approaches 2Z/(a0q²). In atomic units its square is 4Z²/q⁴ = Z²/(4k⁴ sin⁴θ), the Rutherford cross-section of the bare nucleus.

The subtraction also determines how errors propagate. A small error δf_x changes f_e by the relative amount

δf_e/f_e = −[f_x/(Z − f_x)] (δf_x/f_x),

so where f_x is close to Z a modest relative error in the X-ray factor is strongly magnified. At small s it is safer to integrate the potential directly. The forward value S/(3a0) can stand in for f_e only very close to s = 0: for the model atom below it is too high by about 0.3% at s = 0.02 Å⁻¹ and by about 7% at s = 0.10 Å⁻¹.

Neutrality was used when u was set to zero at infinity. For an ion with N electrons, u tends instead to Q = Z − N, and the radial integral does not converge by itself. Suppose the tail is screened by a factor exp(−βr), with β taken to zero at the end. Write u = Q + w. The part w vanishes at infinity, has w(0) = Z − Q = N and obeys w'' = 4πrn, so by the same two integrations it contributes (N − f_x)/q. The constant part contributes

Q ∫₀^∞ exp(−βr) sin(qr) dr = Qq/(q² + β²) → Q/q.

The sum is again (Z − f_x)/q. The formula survives for q ≠ 0, but f_e now diverges as 2Q/(a0q²) in the forward direction.

For a worked example take a model atom with Z = 6 and two exponential shells,

n(r) = Σ N_i κ_i³ exp(−κ_i r)/(8π),

with N = 2, κ = 11/a0 for the inner shell and N = 4, κ = 3/a0 for the outer one. These are round model parameters and describe no particular element. In particular the model is much more compact than carbon: a Hartree-Fock density of carbon gives f_e(0) of about 2.4 Å, some two and a half times the model value found below, and for it the forward value is too high by about 16% at s = 0.10 Å⁻¹. In atomic units, one shell has

f_x = [Nκ³/(2q)] ∫₀^∞ r exp(−κr) sin(qr) dr.

The integral is the imaginary part of 1/(κ − iq)² = (κ + iq)²/(κ² + q²)², namely 2κq/(κ² + q²)². Each shell therefore contributes

f_x = N/(1 + q²/κ²)².

At s = 0.5 Å⁻¹, q = 4π × 0.5 × 0.529177 = 3.325 in units of 1/a0, and

f_x = 2/(1 + 11.055/121)² + 4/(1 + 11.055/9)² = 1.679 + 0.806 = 2.485.

Then Z − f_x = 3.515 and

f_e = 0.023934 × 3.515/0.25 Å = 0.337 Å.

The Born integral can also be evaluated without the Mott-Bethe formula, by computing φ from Coulomb's law and then its Fourier integral, both by Gauss-Legendre quadrature. This route gives 0.337 Å as well. The X-ray and electron factors at four values of s are as follows.

s = 0.10 Å⁻¹: f_x = 5.620, f_e = 0.910 Å
s = 0.25 Å⁻¹: f_x = 4.253, f_e = 0.669 Å
s = 0.50 Å⁻¹: f_x = 2.485, f_e = 0.337 Å
s = 1.00 Å⁻¹: f_x = 1.187, f_e = 0.115 Å

At s = 0.10 Å⁻¹ the magnification factor f_x/(Z − f_x) is 5.620/0.380 ≈ 15, so an error of 0.1% in f_x becomes one of about 1.5% in f_e.

For the forward value, an electron in an exponential shell has mean-square radius

(κ³/2) ∫₀^∞ r⁴ exp(−κr) dr = (κ³/2)(24/κ⁵) = 12/κ².

Hence S = 24/121 + 48/9 = 5.532 a0², and f_e(0) = 5.532 a0/3 = 1.844 a0 = 0.976 Å. The four outer electrons supply 5.333 of the 5.532, about 96%: in this model forward scattering is governed by the outer shell.

When the kinetic energy of the beam is not small compared with the electron rest energy, relativity matters. Ignoring spin, the stationary wave equation in atomic units is

c²∇²ψ + [(E − V)² − c⁴]ψ = 0,

where E = γc² includes the rest energy. With k² = (E² − c⁴)/c² this becomes

(∇² + k²)ψ = (2γV − V²/c²)ψ.

To first order in V, the earlier source term 2Vψ is replaced by 2γVψ. The scattering amplitude is then γf_e, while f_e and K keep their rest-mass definitions. For 100 keV electrons γ = 1.196 and λ = 2π/k = 0.0370 Å. The value s = 0.5 Å⁻¹ then corresponds to sinθ = 0.0185, a scattering angle 2θ of about 2.1°, and the first-order amplitude there is 1.196 × 0.3365 Å = 0.402 Å.

There remains the Born approximation itself. Its leading error at high energy can be estimated by letting the electron cross the atom on a straight line at distance b from the nucleus. In the nonrelativistic case the local wave number is √(k² − 2V) ≈ k − V/k, so the extra phase collected along the path is

2δ(b) = −(1/k) ∫ V dz,

which is proportional to 1/k. The partial-wave series for the amplitude is

f = (1/k) Σ (2l + 1) exp(iδ_l) sin δ_l P_l(cos 2θ).

For small phases exp(iδ) sin δ ≈ δ + iδ². The lowest partial waves pass close to the point nucleus and their phases need not be small (for the model atom δ₀ is about 0.8 rad at k = 20/a0 and 0.3 rad at k = 80/a0), so the estimate that follows gives the trend of the error rather than its digits. The potential multiplies the outgoing part of partial wave l by exp(2iδ_l), so 2δ_l is the total extra phase gathered in passing the atom, and it is identified with the path phase 2δ(b) at the impact parameter of that wave. At high energy and small angles we may set l + ½ = kb, replace the sum over l by k∫db, and replace P_l by the Bessel function J₀(qb). Then

f ≈ 2k ∫₀^∞ b J₀(qb) [δ(b) + iδ(b)²] db.

Inserting δ(b) turns the first term into −∫₀^∞ b J₀(qb) [∫ V dz] db, which is independent of k at fixed q. At small angles **q** is perpendicular to the beam, and J₀(qb) is the average of exp(−iqb cos χ) over the azimuth χ. The term therefore equals −(1/2π) ∫ V exp(−i**q**·**r**) d³r, the Born amplitude. The second is imaginary and falls as 1/k.

For the model atom, the potential needed to go beyond this estimate follows from u'' = 4πrn with u(∞) = 0. Each shell gives u = N exp(−κr)(1 + κr/2), since two differentiations return Nκ³r exp(−κr)/2. Integrating the radial Schrödinger equation for each l by the Numerov method and summing the partial waves gives the following amplitudes at q = 2/a0, where f_e = 1.104 a0. The kinematics are nonrelativistic, and the error is |f − f_e| relative to f_e.

k = 20/a0: f = (1.065 + 0.221i) a0, error 20%
k = 40/a0: f = (1.094 + 0.113i) a0, error 10%
k = 80/a0: f = (1.102 + 0.057i) a0, error 5%

The error halves when k doubles and is mostly imaginary, as estimated. It therefore affects the phase more than the intensity. At k = 20/a0, |f|² = 1.065² + 0.221² = 1.183 a0², compared with f_e² = 1.220 a0², a difference of 3%. The phase, by contrast, is 0.20 rad instead of zero, which matters when waves from atoms with different phases interfere.

For relativistic beams the improvement with energy comes to a halt. Replacing V by γV in the phase gives 2δ = −(γ/k)∫V dz, and since k = γv this equals −(1/v)∫V dz, where v is the speed of the electron. The relative error then falls as 1/v, and v cannot exceed c, about 137 in atomic units. At a fixed shape of the potential, δ also grows in proportion to its strength, and hence to Z. For a heavy atom the Mott-Bethe formula still gives the first Born amplitude of the assumed charge density, but at any beam energy that amplitude may be a poor approximation to the actual scattering.
